# Shooting for a converter's periodic orbit: event derivatives and nonlinear drain capacitance: test program

```python
"""Periodic steady state of a boost converter by shooting Newton.

Result under test: the derivative M of the clock-to-clock map is the product of
smooth tangent flows and event matrices
    S = 1 + (f_after - f_before) n^T / (n.f_before + dh/dt),  n = grad h,
and for stiff output and small resistance the fast multiplier is
    (di/dt at period end + mc) / (Vin/L + mc)   (mc = 0 if the drain rings).
State: i inductor current, q drain-node charge, u output voltage.
Node capacitance: C(v) = Ci + Cj/sqrt(1 + v/Vb).
Units: us, A, V, uC, uF, uH, ohm, uJ (a consistent set; uJ/us = W).
Modes: 'on' transistor conducts, 'float' both block, 'diode' diode conducts.
"""
import math
from types import SimpleNamespace as Space
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq


def changed(p, **new):
    return Space(**{**vars(p), **new})


def node(q, p):
    """Drain voltage and capacitance from the node charge."""
    w = (math.sqrt((p.Cj + p.Ci)**2 + p.Ci * q / p.Vb) - p.Cj) / p.Ci
    return p.Vb * (w * w - 1), p.Ci + p.Cj / w


def cap(v, p):
    """Capacitance and its voltage derivative."""
    w = math.sqrt(1 + v / p.Vb)
    return p.Ci + p.Cj / w, -p.Cj / (2 * p.Vb * w**3)


def charge(v, p):
    return p.Ci * v + 2 * p.Cj * p.Vb * (math.sqrt(1 + v / p.Vb) - 1)


def energy(v, p):
    w = math.sqrt(1 + v / p.Vb)
    return p.Ci * v * v / 2 + 2 * p.Cj * p.Vb**2 * (w**3 / 3 - w + 2 / 3)


def field(mode, x, p):
    i, q, u = x
    if mode == 'on':
        return [(p.Vin - (p.r + p.Ron) * i) / p.L, 0.0, -u / (p.R * p.Co)]
    if mode == 'float':
        v = node(q, p)[0]
        return [(p.Vin - v - p.r * i) / p.L, i, -u / (p.R * p.Co)]
    c = cap(u + p.Vf, p)[0]
    g = (i - u / p.R) / (p.Co + c)
    return [(p.Vin - u - p.Vf - p.r * i) / p.L, c * g, g]


def jacobian(mode, x, p):
    i, q, u = x
    leak = -1 / (p.R * p.Co)
    if mode == 'on':
        return np.array([[-(p.r + p.Ron) / p.L, 0, 0], [0, 0, 0], [0, 0, leak]])
    if mode == 'float':
        c = node(q, p)[1]
        return np.array([[-p.r / p.L, -1 / (p.L * c), 0], [1, 0, 0], [0, 0, leak]])
    c, dc = cap(u + p.Vf, p)
    s = p.Co + c
    g = (i - u / p.R) / s
    gi, gu = 1 / s, -1 / (p.R * s) - g * dc / s
    return np.array([[-p.r / p.L, 0, -1 / p.L],
                     [c * gi, 0, c * gu + dc * g], [gi, 0, gu]])


FOLLOWING = {'on': 'float', 'float': 'diode', 'diode': 'float'}
DIRECTION = {'on': 1, 'float': 1, 'diode': -1}


def guard(mode, t, x, p):
    """Event function whose zero ends the mode."""
    if mode == 'on':
        return x[0] + p.mc * t - p.Iref
    if mode == 'float':
        return node(x[1], p)[0] - x[2] - p.Vf
    return x[0] - field(mode, x, p)[1]


def guard_gradient(mode, x, p):
    if mode == 'on':
        return np.array([1.0, 0, 0]), p.mc
    if mode == 'float':
        return np.array([0, 1 / node(x[1], p)[1], -1.0]), 0.0
    return np.array([1.0, 0, 0]) - jacobian(mode, x, p)[1], 0.0


def period(z, p, tangent=True, keep=False):
    """One clock period from just after turn-on to just after the next one."""
    assert z[0] < p.Iref
    t, mode, x = 0.0, 'on', np.array([z[0], 0.0, z[1]])
    total, frozen = np.eye(3), np.eye(3)
    segs, events = [], []
    while True:
        def rhs(s, y):
            f = field(mode, y[:3], p)
            if not tangent:
                return f
            a = jacobian(mode, y[:3], p) @ y[3:].reshape(3, 3)
            return np.concatenate([f, a.ravel()])

        def event(s, y):
            return guard(mode, s, y[:3], p)
        event.terminal, event.direction = True, DIRECTION[mode]
        y0 = np.concatenate([x, np.eye(3).ravel()]) if tangent else x
        sol = solve_ivp(rhs, (t, p.T), y0, method='DOP853', events=event,
                        rtol=1e-11, atol=1e-12, max_step=1.0, dense_output=keep,
                        first_step=min(1e-3, 0.5 * (p.T - t)))
        assert sol.success
        start, t, x = t, sol.t[-1], sol.y[:3, -1].copy()
        if keep:
            segs.append((mode, start, t, sol.sol))
        if tangent:
            flow = sol.y[3:, -1].reshape(3, 3)
            total, frozen = flow @ total, flow @ frozen
        if sol.status == 0:
            break
        after = FOLLOWING[mode]
        before_f = np.array(field(mode, x, p))
        jump = np.array(field(after, x, p)) - before_f
        n, ht = guard_gradient(mode, x, p)
        total = total + np.outer(jump, n @ total) / (n @ before_f + ht)
        events.append((mode, t, x.copy(), jump))
        mode = after
    v_end = 0.0 if mode == 'on' else node(x[1], p)[0]
    pick = np.ix_([0, 2], [0, 2])
    return Space(z=x[[0, 2]], M=total[pick], frozen=frozen[pick], v_end=v_end,
                 q_end=x[1], events=events, segs=segs)


def newton(z, p):
    z, history = np.array(z, float), []
    for _ in range(20):
        out = period(z, p)
        miss = out.z - z
        history.append(np.max(np.abs(miss)))
        if history[-1] < 1e-7:
            return z, out, history
        z = z - np.linalg.solve(out.M - np.eye(2), miss)
    raise AssertionError('Newton did not converge')


def difference_matrix(z, p):
    cols = []
    for d in (np.array([1e-3, 0]), np.array([0, 1e-2])):
        a, b = period(z + d, p, False).z, period(z - d, p, False).z
        cols.append((a - b) / (2 * d.sum()))
    return np.array(cols).T


def budget(z, p):
    """Energies over one period by Gauss quadrature of the waveform."""
    orb = period(z, p, False, True)
    b = Space(source=0.0, load=0.0, winding=0.0, channel=0.0, drop=0.0,
              diode_sq=0.0, mean_u=0.0)
    xs, ws = np.polynomial.legendre.leggauss(40)
    for mode, a, c, sol in orb.segs:
        for s, w in zip(xs, ws):
            h, x = 0.5 * (c - a) * w, sol(0.5 * (a + c) + 0.5 * (c - a) * s)
            i, q, u = x
            b.source += h * p.Vin * i
            b.load += h * u * u / p.R
            b.winding += h * p.r * i * i
            b.mean_u += h * u / p.T
            if mode == 'on':
                b.channel += h * p.Ron * i * i
            if mode == 'diode':
                i_d = i - field(mode, x, p)[1]
                b.drop += h * p.Vf * i_d
                b.diode_sq += h * i_d**2
    b.node = energy(orb.v_end, p)
    b.error = abs(b.source - b.load - b.winding - b.channel - b.drop - b.node)
    return b, orb


heavy = Space(Vin=350.0, L=500.0, r=0.05, Ron=0.08, Co=3.0, R=180.0, Vf=1.5,
              Iref=12.0, mc=0.0, T=10.0, Ci=40e-6, Cj=1000e-6, Vb=2.5)
light = changed(heavy, R=850.0, Iref=2.75)

# Capacitance formulas against quadrature of the definition.
for v in (5.0, 120.0, 800.0):
    q_num = quad(lambda s: cap(s, heavy)[0], 0, v, epsabs=1e-14, epsrel=1e-10)[0]
    e_num = quad(lambda s: s * cap(s, heavy)[0], 0, v, epsabs=1e-12, epsrel=1e-10)[0]
    assert abs(charge(v, heavy) / q_num - 1) < 1e-8
    assert abs(energy(v, heavy) / e_num - 1) < 1e-8
    assert abs(node(q_num, heavy)[0] / v - 1) < 1e-7

# Heavy load, without and with slope compensation on the same orbit.
guess = (8.0, 700.0)
zA, oA, histA = newton(guess, heavy)
t_off = oA.events[0][1]
comp = changed(heavy, mc=0.4, Iref=heavy.Iref + 0.4 * t_off)
zC, oC, histC = newton(guess, comp)
assert np.max(np.abs(zA - zC)) < 1e-4
zB, oB, histB = newton((0.0, 600.0), light)

# Event derivatives against finite differences of the complete map.
fd_error = max(np.max(np.abs(o.M - difference_matrix(z, p)))
               for z, o, p in ((zA, oA, heavy), (zC, oC, comp), (zB, oB, light)))
assert fd_error < 1e-4
eigA, eigC, eigB = (np.sort(np.linalg.eigvals(o.M).real) for o in (oA, oC, oB))
frozen_size = np.max(np.abs(np.linalg.eigvals(oA.frozen)))
assert eigA[0] < -1 and np.max(np.abs(eigC)) < 1 and np.max(np.abs(eigB)) < 1
assert frozen_size < 1

# Long time stepping: reaches the stable orbit, leaves the unstable one.
z, settled = np.array(guess), None
for k in range(1, 701):
    z = period(z, comp, False).z
    if np.max(np.abs(z - zC)) < 1e-3:
        settled = k
        break
assert settled is not None
z, away = zA + np.array([1e-3, 0]), []
for k in range(60):
    z = period(z, heavy, False).z
    away.append(abs(z[0] - zA[0]))
assert max(away[-10:]) > 0.5

# Fast multiplier law; its neglected terms are of order T/(R Co), Ron*i/Vin
# and node charging time/T, hence the tolerance of one hundredth.
laws = []
for z0, p in ((zA, heavy), (zC, comp), (zB, light)):
    stiff = changed(p, Co=100 * p.Co)
    _, o, _ = newton(z0, stiff)
    found = np.min(np.linalg.eigvals(o.M).real)
    law = ((p.Vin - o.v_end) / p.L + p.mc) / (p.Vin / p.L + p.mc)
    assert abs(found - law) < 1e-2
    laws.append((found, law))

# Energy conservation over one period.
bA, wA = budget(zA, heavy)
bB, wB = budget(zB, light)
assert bA.error / bA.source < 1e-6 and bB.error / bB.source < 1e-6

# Ringing: event order, continuous field at diode turn-off, invariant, valley.
assert [e[0] for e in oB.events] == ['on', 'float', 'diode']
stop_t, stop_x, stop_jump = oB.events[2][1:]
assert np.max(np.abs(stop_jump)) < 1e-6
v_stop = node(stop_x[1], light)[0]


def invariant(i, v):
    return light.L * i * i / 2 + energy(v, light) - light.Vin * charge(v, light)


drift = abs(invariant(zB[0], oB.v_end) - invariant(stop_x[0], v_stop))
assert drift < 0.01
valley = brentq(lambda v: invariant(0, v) - invariant(stop_x[0], v_stop),
                0, light.Vin)
_, a, c, ring = wB.segs[-1]
lowest = min(node(ring(t)[1], light)[0] for t in np.linspace(a, c, 400))
assert lowest > 0 and lowest > valley - 0.5

# Constant capacitance carrying the same charge at the same blocking voltage.
c_same = charge(v_stop, light) / v_stop
linear = changed(light, Ci=c_same, Cj=0.0)
zL, oL, _ = newton(zB, linear)
eigL = np.sort(np.linalg.eigvals(oL.M).real)


def resistive_period(z, q, p, r_diode):
    """Same period with finite channel and diode resistance, no mode resets."""
    def drain(q):
        # The implicit solver tries negative charges while it iterates across
        # the diode corner; the curve is continued there with its end slope.
        return node(q, p)[0] if q >= 0 else q / (p.Ci + p.Cj)

    def rhs(t, y, closed):
        i, q, u = y
        v = drain(q)
        i_d = max(0.0, (v - u - p.Vf) / r_diode)
        channel = v / p.Ron if closed else 0.0
        return [(p.Vin - v - p.r * i) / p.L, i - channel - i_d,
                (i_d - u / p.R) / p.Co]

    def trip(t, y, closed):
        return y[0] + p.mc * t - p.Iref
    trip.terminal, trip.direction = True, 1
    opts = dict(method='Radau', rtol=1e-7, atol=[1e-8, 1e-10, 1e-7])
    one = solve_ivp(rhs, (0, p.T), [z[0], q, z[1]], args=(True,), events=trip, **opts)
    assert one.status == 1
    two = solve_ivp(rhs, (one.t[-1], p.T), one.y[:, -1], args=(False,), **opts)
    assert two.success
    # Accepted states must stay where the continuation plays no part.
    assert min(drain(s) for s in np.concatenate([one.y[1], two.y[1]])) > -0.1
    return two.y[[0, 2], -1]


reduction = np.abs(resistive_period(zB, oB.q_end, light, 0.01) - zB)
assert reduction[0] < 5e-3 and reduction[1] < 2e-2

# Sizes of neglected effects for the heavy-load example (rough inputs).
overlap_time, delay, hot, stray, rating, r_dio = 0.02, 0.05, 1.6, 0.02, 1200.0, 0.05
v_on = oA.v_end
diode_cap_loss = (v_on * charge(v_on, heavy) - energy(v_on, heavy)) / heavy.T
overlap_loss = 0.5 * v_on * (zA[0] + heavy.Iref) * overlap_time / heavy.T
zH, _, _ = newton(zA, changed(heavy, Ron=hot * heavy.Ron))
overshoot = heavy.Iref * math.sqrt(stray / cap(v_on, heavy)[0])
peak = max(node(s(t)[1], heavy)[0] for m, a, c, s in wA.segs if m != 'on'
           for t in np.linspace(a, c, 200))


def series(h):
    return ' '.join('%.1e' % x for x in h)


p = heavy
print('Input %.0f V, L %.0f uH, Co %.1f uF, period %.0f us' % (p.Vin, p.L, p.Co, p.T))
print('Winding %.2f ohm, channel %.2f ohm, diode drop %.1f V' % (p.r, p.Ron, p.Vf))
print('Ci %.0f pF, Cj %.0f pF, Vb %.1f V' % (p.Ci * 1e6, p.Cj * 1e6, p.Vb))
print('C at 0 V %.0f pF, at 800 V %.1f pF' % (cap(0, p)[0] * 1e6, cap(800, p)[0] * 1e6))
print('Charge at 800 V %.1f nC, energy %.2f uJ' % (charge(800, p) * 1e3, energy(800, p)))
print('HEAVY LOAD: R %.0f ohm, peak current %.2f A' % (p.R, p.Iref))
print('Newton start: i %.1f A, u %.0f V' % guess)
print('Newton largest misses (A or V):', series(histA))
print('Orbit at clock: i %.5f A, u %.4f V' % tuple(zA))
print('Mean output %.3f V; turn-off at %.5f us' % (bA.mean_u, t_off))
print('Node charging time %.2f ns' % (1e3 * (oA.events[1][1] - t_off)))
print('Drain voltage before turn-on %.3f V' % v_on)
print('M: di/di %.5f, di/du %.6f A/V' % tuple(oA.M[0]))
print('M: du/di %.5f V/A, du/du %.5f' % tuple(oA.M[1]))
print('Multipliers without compensation: %.5f %.5f' % tuple(eigA))
print('Largest modulus with frozen event times: %.5f' % frozen_size)
print('Largest late departure, unstable orbit: %.2f A' % max(away[-10:]))
print('Compensation %.2f A/us, reference %.4f A' % (comp.mc, comp.Iref))
print('Compensated Newton misses (A or V):', series(histC))
print('Multipliers with compensation: %.5f %.5f' % tuple(eigC))
print('Newton periods %d; time-stepping periods to 1 mA, 1 mV: %d' % (len(histC), settled))
print('Energy in %.3f uJ, load %.3f uJ' % (bA.source, bA.load))
print('Winding %.3f, channel %.3f, diode drop %.3f uJ' % (bA.winding, bA.channel, bA.drop))
print('Node energy lost %.3f uJ; balance error %.1e uJ' % (bA.node, bA.error))
print('Node turn-on loss %.3f W' % (bA.node / p.T))
print('LIGHT LOAD: R %.0f ohm, peak current %.2f A' % (light.R, light.Iref))
print('Newton start: i 0 A, u 600 V; misses (A or V):', series(histB))
print('Orbit at clock: i %.5f A, u %.4f V' % tuple(zB))
print('Turn-off %.4f us, diode stops %.4f us' % (oB.events[0][1], stop_t))
print('Ringing time before clock %.4f us' % (light.T - stop_t))
print('Drain: at diode stop %.2f V, before turn-on %.2f V' % (v_stop, oB.v_end))
print('Lowest drain voltage reached %.2f V' % lowest)
print('Lossless valley %.2f V; constant-C valley %.2f V' % (valley, 2 * p.Vin - v_stop))
print('Ringing invariant drift %.1e uJ' % drift)
print('Multipliers: %.5f %.5f; node loss %.3f uJ' % (eigB[0], eigB[1], bB.node))
print('Equal-charge constant C %.2f pF' % (c_same * 1e6))
print('Constant C: i %.5f A, u %.3f V at clock' % tuple(zL))
print('Constant C: turn-on at %.2f V, node loss %.3f uJ' % (oL.v_end, energy(oL.v_end, linear)))
print('Constant C multipliers: %.5f %.5f' % tuple(eigL))
print('CHECKS: largest M error against differences %.1e (A, V units)' % fd_error)
for name, pair in zip(('heavy', 'compensated', 'light'), laws):
    print('100 x Co, %s: multiplier %.5f, law %.5f' % (name, *pair))
print('Finite-resistance model, light: shifts %.1e A, %.1e V' % tuple(reduction))
print('NEGLECTED, heavy: diode capacitance equal to Coss %.2f W' % diode_cap_loss)
print('Overlap %.0f ns at both edges: %.2f W' % (overlap_time * 1e3, overlap_loss))
print('Delay %.0f ns: peak current +%.4f A' % (delay * 1e3, delay * p.Vin / p.L))
print('Ron x %.1f: output at clock shifts %.3f V' % (hot, zH[1] - zA[1]))
print('Diode resistance %.2f ohm: %.2f W' % (r_dio, r_dio * bA.diode_sq / p.T))
print('Peak drain %.1f V; stray %.0f nH adds %.0f V' % (peak, stray * 1e3, overshoot))
print('Peak with overshoot / %.0f V rating: %.3f' % (rating, (peak + overshoot) / rating))
print('every check passed')
```

It prints:

```
Input 350 V, L 500 uH, Co 3.0 uF, period 10 us
Winding 0.05 ohm, channel 0.08 ohm, diode drop 1.5 V
Ci 40 pF, Cj 1000 pF, Vb 2.5 V
C at 0 V 1040 pF, at 800 V 95.8 pF
Charge at 800 V 116.6 nC, energy 36.55 uJ
HEAVY LOAD: R 180 ohm, peak current 12.00 A
Newton start: i 8.0 A, u 700 V
Newton largest misses (A or V): 2.0e+00 4.0e-02 3.4e-05 2.0e-11
Orbit at clock: i 8.09121 A, u 797.3799 V
Mean output 793.463 V; turn-off at 5.60490 us
Node charging time 9.64 ns
Drain voltage before turn-on 798.880 V
M: di/di -1.30579, di/du -0.008624 A/V
M: du/di 3.81229 V/A, du/du 0.97532
Multipliers without compensation: -1.29128 0.96081
Largest modulus with frozen event times: 0.98946
Largest late departure, unstable orbit: 4.14 A
Compensation 0.40 A/us, reference 14.2420 A
Compensated Newton misses (A or V): 2.1e+00 2.4e-02 1.2e-05 2.8e-12
Multipliers with compensation: -0.45038 0.95746
Newton periods 4; time-stepping periods to 1 mA, 1 mV: 263
Energy in 35176.768 uJ, load 34977.216 uJ
Winding 51.144, channel 45.824, diode drop 66.122 uJ
Node energy lost 36.462 uJ; balance error 1.2e-07 uJ
Node turn-on loss 3.646 W
LIGHT LOAD: R 850 ohm, peak current 2.75 A
Newton start: i 0 A, u 600 V; misses (A or V): 1.7e-01 1.7e-02 1.3e-04 3.9e-08
Orbit at clock: i 0.02481 A, u 612.5084 V
Turn-off 3.8951 us, diode stops 9.1518 us
Ringing time before clock 0.8482 us
Drain: at diode stop 614.21 V, before turn-on 131.06 V
Lowest drain voltage reached 127.14 V
Lossless valley 127.13 V; constant-C valley 85.79 V
Ringing invariant drift 3.0e-04 uJ
Multipliers: 0.62863 0.98690; node loss 1.887 uJ
Equal-charge constant C 159.72 pF
Constant C: i -0.11072 A, u 611.915 V at clock
Constant C: turn-on at 173.68 V, node loss 2.409 uJ
Constant C multipliers: 0.50607 0.98692
CHECKS: largest M error against differences 2.5e-06 (A, V units)
100 x Co, heavy: multiplier -1.27626, law -1.27123
100 x Co, compensated: multiplier -0.44713, law -0.44538
100 x Co, light: multiplier 0.62853, law 0.62850
Finite-resistance model, light: shifts 2.0e-04 A, 2.7e-04 V
NEGLECTED, heavy: diode capacitance equal to Coss 5.66 W
Overlap 20 ns at both edges: 16.05 W
Delay 50 ns: peak current +0.0350 A
Ron x 1.6: output at clock shifts -0.230 V
Diode resistance 0.05 ohm: 2.24 W
Peak drain 798.9 V; stray 20 nH adds 173 V
Peak with overshoot / 1200 V rating: 0.810
every check passed
```
